**Oscillator eigenfunctions and the least product of mean r² and mean p²**

The program tests that $r^lY_{lm}e^{-ar^2}$ is an eigenfunction of the isotropic oscillator with angular frequency $\omega=2a$, and that its product $\langle r^2\rangle\langle p^2\rangle=(l+3/2)^2$ is the minimum for pure angular momentum $l$. Here $a$ is the Gaussian exponent, $r$ the radius and $p$ the momentum, in atomic units. It asserts the eigenvalue equation by finite differences for $l=0$ to 3 and $m\ge0$, and compares the energies with the lowest levels of a radial grid Hamiltonian. Mean values come from quadrature in position and momentum space, and the square-completion identity behind the bound is asserted for a complex function that is not an eigenfunction. A direct minimization in a basis without Gaussians gives 2.25000, 6.25000, 12.25000 and 20.25000, with overlap 1.00000 with the matching Gaussians. Single exponentials give larger products, from 3.0 at $l=0$ to 22.5 at $l=3$. The Cartesian function $x^2e^{-ar^2}$ gives 7.5833, below the pure $d$ value 12.25, because 0.5556 of its weight is of $s$ type.

## Check in Python

```python
"""
Result under test (atomic units, hbar = m = 1):
psi = r^l Y_lm exp(-a r^2) is an eigenfunction of p^2/2 + w^2 r^2/2 with
w = 2a and energy w(l+3/2). It has <r^2><p^2> = (l+3/2)^2, which is the
minimum over all states of pure angular momentum l.
a: Gaussian exponent, w: angular frequency, R(r): radial function,
l, m: angular momentum quantum numbers, r: radius, p: momentum.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre, lpmv, spherical_jn

a = 0.8
w = 2 * a
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
hartree_in_ev = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(4)


def gauss_grid(upper, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return 0.5 * upper * (x + 1), 0.5 * upper * weight


r, wr = gauss_grid(8.0, 200)
p, wp = gauss_grid(14.0, 200)
r_long, w_long = gauss_grid(80.0, 500)


def mean_r2(R, grid, weight):
    density = np.abs(R)**2 * grid**2 * weight
    return np.sum(density * grid**2) / np.sum(density)


def mean_p2_gradient(R, dR, l, grid, weight):
    norm = np.sum(np.abs(R)**2 * grid**2 * weight)
    integrand = np.abs(dR)**2 * grid**2 + l * (l + 1) * np.abs(R)**2
    return np.sum(integrand * weight) / norm


def mean_p2_momentum(R, l):
    """Mean p^2 from the radial wave function in momentum space."""
    kernel = spherical_jn(l, np.outer(p, r))
    phi = math.sqrt(2 / math.pi) * kernel @ (R * r**2 * wr)
    density = np.abs(phi)**2 * p**2 * wp
    return np.sum(density * p**2) / np.sum(density)


def psi(points, l, m):
    """Unnormalized r^l Y_lm exp(-a r^2), for m >= 0."""
    x, y, z = points
    radius = np.sqrt(x**2 + y**2 + z**2)
    angular = lpmv(m, l, z / radius) * np.exp(1j * m * np.arctan2(y, x))
    return radius**l * angular * np.exp(-a * radius**2)


# Eigenvalue equation in three dimensions, Laplacian by finite differences.
points = rng.uniform(-1.5, 1.5, size=(3, 60))
step = 0.01
largest_residual = 0.0
for l in range(4):
    for m in range(l + 1):
        centre = psi(points, l, m)
        laplacian = np.zeros_like(centre)
        for axis in range(3):
            shift = np.zeros((3, 1))
            shift[axis] = step
            near = psi(points + shift, l, m) + psi(points - shift, l, m)
            far = psi(points + 2*shift, l, m) + psi(points - 2*shift, l, m)
            laplacian += (16 * near - far - 30 * centre) / (12 * step**2)
        potential = 0.5 * w**2 * np.sum(points**2, axis=0)
        residual = -0.5*laplacian + (potential - w*(l + 1.5)) * centre
        relative = np.max(np.abs(residual)) / np.max(np.abs(centre))
        largest_residual = max(largest_residual, relative)
assert largest_residual < 1e-5

print(f"exponent a = {a:.3f} bohr^-2")
print(f"frequency w = 2a = {w:.3f} hartree (hbar = 1)")
print(f"largest relative residual of H psi = E psi: {largest_residual:.1e}")

# Means, lowest grid eigenvalues, and overlap with the grid ground state.
h = 0.005
grid = h * np.arange(1, 1600)
for l in range(4):
    R = r**l * np.exp(-a * r**2)
    dR = (l / r - 2 * a * r) * R
    r2 = mean_r2(R, r, wr)
    p2 = mean_p2_momentum(R, l)
    assert abs(r2 - (l + 1.5) / (2 * a)) < 1e-9
    assert abs(p2 - 2 * a * (l + 1.5)) < 1e-7
    assert abs(p2 - mean_p2_gradient(R, dR, l, r, wr)) < 1e-7
    assert abs(r2 * p2 - (l + 1.5)**2) < 1e-6
    diagonal = 1/h**2 + l*(l + 1)/(2*grid**2) + 0.5*w**2*grid**2
    off_diagonal = np.full(len(grid) - 1, -0.5 / h**2)
    levels, vectors = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, 1))
    u = grid**(l + 1) * np.exp(-a * grid**2)
    overlap = abs(u @ vectors[:, 0]) / np.linalg.norm(u)
    # The three-point grid formula has an error of order h^2.
    assert abs(levels[0] - w * (l + 1.5)) < 1e-3
    assert abs(levels[1] - w * (l + 3.5)) < 2e-3
    assert overlap > 1 - 1e-6
    print(f"l={l}: <r^2> = {r2:.4f} bohr^2, <p^2> = {p2:.4f} a.u.")
    print(f"l={l}: product = {r2*p2:.4f} (hbar^2)")
    print(f"l={l}: two lowest grid levels = "
          f"{levels[0]:.3f}, {levels[1]:.3f} hartree")
    if l == 1:
        kinetic = 0.5 * p2
        potential_mean = 0.5 * w**2 * r2
        energy = kinetic + potential_mean
        assert abs(kinetic - potential_mean) < 1e-7
        detail = (kinetic, potential_mean, energy, math.sqrt(r2),
                  math.sqrt(p2))

print(f"l=1: kinetic energy = {detail[0]:.4f} hartree")
print(f"l=1: potential energy = {detail[1]:.4f} hartree")
print(f"l=1: total energy = {detail[2]:.4f} hartree"
      f" = {detail[2]*hartree_in_ev:.2f} eV")
print(f"l=1: rms radius = {detail[3]:.4f} bohr"
      f" = {detail[3]*bohr_in_angstrom:.4f} angstrom")
print(f"l=1: rms momentum = {detail[4]:.4f} a.u.")

# Square-completion identity, on a complex radial function that is not
# an eigenfunction; mean p^2 is taken from momentum space.
for l in range(4):
    factor = 1 + 0.5j * r**2
    envelope = r**l * np.exp(-0.6 * r**2)
    R = factor * envelope
    dR = (1j * r + factor * (l / r - 1.2 * r)) * envelope
    norm = np.sum(np.abs(R)**2 * r**2 * wr)
    r2, p2 = mean_r2(R, r, wr), mean_p2_momentum(R, l)
    for lam in (0.3, 1.0, 2.5):
        square = np.abs(dR - l * R / r + lam * r * R)**2
        integral = np.sum(square * r**2 * wr) / norm
        assert abs(integral - (p2 + lam**2*r2 - lam*(2*l + 3))) < 1e-6
    assert r2 * p2 > (l + 1.5)**2

# Direct minimization of the product in a basis of exponentials times
# Laguerre polynomials, which contains no Gaussian.
basis_size = 14
for l in range(4):
    alpha = 2 * l + 2
    envelope = r_long**l * np.exp(-r_long)
    basis, slope = [], []
    for k in range(basis_size):
        poly = eval_genlaguerre(k, alpha, 2 * r_long)
        dpoly = np.zeros_like(r_long)
        if k > 0:
            dpoly = -2 * eval_genlaguerre(k - 1, alpha + 1, 2 * r_long)
        f = envelope * poly
        df = envelope * ((l / r_long - 1) * poly + dpoly)
        size = math.sqrt(np.sum(f**2 * r_long**2 * w_long))
        basis.append(f / size)
        slope.append(df / size)
    basis, slope = np.array(basis), np.array(slope)
    overlap_matrix = (basis * r_long**2 * w_long) @ basis.T
    assert np.allclose(overlap_matrix, np.eye(basis_size), atol=1e-8)
    r2_matrix = (basis * r_long**4 * w_long) @ basis.T
    p2_matrix = ((slope * r_long**2 * w_long) @ slope.T
                 + l * (l + 1) * (basis * w_long) @ basis.T)

    def log_product(c):
        rc, pc = r2_matrix @ c, p2_matrix @ c
        r_value, p_value, n_value = c @ rc, c @ pc, c @ c
        value = math.log(r_value * p_value / n_value**2)
        gradient = 2*rc/r_value + 2*pc/p_value - 4*c/n_value
        return value, gradient

    runs = [minimize(log_product, rng.normal(size=basis_size), jac=True,
                     method="BFGS") for _ in range(6)]
    best = min(runs, key=lambda run: run.fun)
    lowest = math.exp(best.fun)
    bound = (l + 1.5)**2
    # The finite basis can only approach the bound from above.
    assert -1e-7 < lowest / bound - 1 < 2e-3
    R_best = best.x @ basis
    best_a = (l + 1.5) / (2 * mean_r2(R_best, r_long, w_long))
    G = r_long**l * np.exp(-best_a * r_long**2)
    measure = r_long**2 * w_long
    likeness = abs(np.sum(R_best * G * measure)) / math.sqrt(
        np.sum(R_best**2 * measure) * np.sum(G**2 * measure))
    assert likeness > 0.998
    print(f"l={l}: minimized product = {lowest:.5f},"
          f" overlap with Gaussian = {likeness:.5f}")

# Single exponential functions r^l exp(-r), for contrast.
for l in range(4):
    R = r_long**l * np.exp(-r_long)
    dR = (l / r_long - 1) * R
    product = (mean_r2(R, r_long, w_long)
               * mean_p2_gradient(R, dR, l, r_long, w_long))
    assert abs(product - (l + 2) * (l + 1.5)) < 1e-6
    print(f"l={l}: product for r^l exp(-zeta r) = {product:.4f}")

# Cartesian second-degree functions, with mean p^2 by Fourier transform.
count, length = 48, 12.0
axis_points = (np.arange(count) - count // 2) * length / count
X, Y, Z = np.meshgrid(axis_points, axis_points, axis_points, indexing="ij")
k = 2 * math.pi * np.fft.fftfreq(count, d=length / count)
KX, KY, KZ = np.meshgrid(k, k, k, indexing="ij")
radius2 = X**2 + Y**2 + Z**2
gaussian = np.exp(-a * radius2)
functions = {"x^2": X**2 * gaussian, "xy": X * Y * gaussian,
             "r^2": radius2 * gaussian}
expected = {"x^2": 91 / 12, "xy": 49 / 4, "r^2": 77 / 20}
for name, f in functions.items():
    r2 = np.sum(f**2 * radius2) / np.sum(f**2)
    power = np.abs(np.fft.fftn(f))**2
    p2 = np.sum(power * (KX**2 + KY**2 + KZ**2)) / np.sum(power)
    assert abs(r2 * p2 - expected[name]) < 1e-6
    print(f"{name} exp(-a r^2): <r^2> = {r2:.4f} bohr^2,"
          f" <p^2> = {p2:.4f} a.u.")
    print(f"{name} exp(-a r^2): product = {r2*p2:.4f}")
fx, fs = functions["x^2"], functions["r^2"]
s_weight = np.sum(fx * fs)**2 / (np.sum(fx**2) * np.sum(fs**2))
assert abs(s_weight - 5 / 9) < 1e-8
print(f"s weight in x^2 exp(-a r^2) = {s_weight:.4f}")

print("verified")
```

Running it gives:

```
exponent a = 0.800 bohr^-2
frequency w = 2a = 1.600 hartree (hbar = 1)
largest relative residual of H psi = E psi: 6.0e-08
l=0: <r^2> = 0.9375 bohr^2, <p^2> = 2.4000 a.u.
l=0: product = 2.2500 (hbar^2)
l=0: two lowest grid levels = 2.400, 5.600 hartree
l=1: <r^2> = 1.5625 bohr^2, <p^2> = 4.0000 a.u.
l=1: product = 6.2500 (hbar^2)
l=1: two lowest grid levels = 4.000, 7.200 hartree
l=2: <r^2> = 2.1875 bohr^2, <p^2> = 5.6000 a.u.
l=2: product = 12.2500 (hbar^2)
l=2: two lowest grid levels = 5.600, 8.800 hartree
l=3: <r^2> = 2.8125 bohr^2, <p^2> = 7.2000 a.u.
l=3: product = 20.2500 (hbar^2)
l=3: two lowest grid levels = 7.200, 10.400 hartree
l=1: kinetic energy = 2.0000 hartree
l=1: potential energy = 2.0000 hartree
l=1: total energy = 4.0000 hartree = 108.85 eV
l=1: rms radius = 1.2500 bohr = 0.6615 angstrom
l=1: rms momentum = 2.0000 a.u.
l=0: minimized product = 2.25000, overlap with Gaussian = 1.00000
l=1: minimized product = 6.25000, overlap with Gaussian = 1.00000
l=2: minimized product = 12.25000, overlap with Gaussian = 1.00000
l=3: minimized product = 20.25000, overlap with Gaussian = 1.00000
l=0: product for r^l exp(-zeta r) = 3.0000
l=1: product for r^l exp(-zeta r) = 7.5000
l=2: product for r^l exp(-zeta r) = 14.0000
l=3: product for r^l exp(-zeta r) = 22.5000
x^2 exp(-a r^2): <r^2> = 2.1875 bohr^2, <p^2> = 3.4667 a.u.
x^2 exp(-a r^2): product = 7.5833
xy exp(-a r^2): <r^2> = 2.1875 bohr^2, <p^2> = 5.6000 a.u.
xy exp(-a r^2): product = 12.2500
r^2 exp(-a r^2): <r^2> = 2.1875 bohr^2, <p^2> = 1.7600 a.u.
r^2 exp(-a r^2): product = 3.8500
s weight in x^2 exp(-a r^2) = 0.5556
verified
```
